# Departure from neutrality in a Gaussian-doped silicon layer

## Question

I am working through special cases of band bending and am stuck on this one. A silicon layer at 300 K has a Gaussian donor profile

$$N(x)=N_0\,e^{-x^2/2\sigma^2},\qquad \sigma=100\ \text{nm}.$$

I am asked to show that the leading departure from charge neutrality is an electron deficit that does not depend on position, and to evaluate it.

Three things bother me. First, if I assume neutrality, $n=N$, I find a potential that varies with $x$, so there is a field. Poisson's equation then gives a charge, which contradicts the assumption. Second, no peak concentration $N_0$ is given, so how can I evaluate a concentration? Third, a constant deficit cannot be right far out, where there are hardly any donors left and $n$ would have to be negative. Is the statement true at all?

## Answer

The statement is true in the core of the profile, where the donor density is much larger than the deficit and does not change too abruptly; the condition is made precise below. It fails in the tails, as you suspected. The contradiction in your first point is the way to the answer: the charge implied by the neutral approximation is the leading departure from neutrality.

### An equation for the electron density alone

Take the layer in equilibrium, uniform in the two lateral directions, with ionized donor density $N(x)$. Assume for now that all donors are ionized, that holes are negligible, that the permittivity $\varepsilon$ is uniform and that the electrons are nondegenerate. Let $q>0$ be the elementary charge, $\phi$ the electrostatic potential and $V_T=kT/q$. Primes denote derivatives with respect to $x$.

For nondegenerate electrons,

$$n=N_c\,e^{(E_F-E_c)/kT}.$$

In equilibrium $E_F$ is flat, and the band edge follows the electron's potential energy, $E_c=\text{const}-q\phi$. Taking the logarithm,

$$\ln n=\frac{\phi}{V_T}+\text{const},\qquad\text{so}\qquad \phi''=V_T(\ln n)''.$$

The charge density is $q(N-n)$, and Poisson's equation reads $\phi''=-q(N-n)/\varepsilon$. Equating the two expressions for $\phi''$ gives

$$N-n=-\frac{\varepsilon V_T}{q}\,(\ln n)''. \tag{1}$$

Neutrality has not been assumed here. Within the stated model, the charge is fixed by the curvature of the logarithm of the electron density.

### The leading departure

Suppose the deficit is small compared with $N$, and the ratio $n/N$ varies so slowly that the second derivative of $\ln(n/N)$ is small compared with that of $\ln N$. Then $n$ may be replaced by $N$ inside the logarithm on the right of (1). It may not be replaced on the left, where the small difference is the very quantity wanted. This resolves your first point: $n=N$ is good enough for the potential, but not for the charge.

For the Gaussian,

$$\ln N=\ln N_0-\frac{x^2}{2\sigma^2},\qquad (\ln N)'=-\frac{x}{\sigma^2},\qquad (\ln N)''=-\frac{1}{\sigma^2}.$$

The two minus signs cancel, and

$$N-n\simeq D,\qquad D=\frac{\varepsilon V_T}{q\sigma^2}=\frac{\varepsilon kT}{q^2\sigma^2}. \tag{2}$$

$D$ is positive, so electrons are missing, and it contains neither $x$ nor $N_0$. That answers your second point. Multiplying the whole profile by a factor adds a constant to $\ln N$, which shifts the potential without changing its shape. The charge needed to produce that shape is therefore unchanged.

### The value

With $\varepsilon=11.7\times8.854\times10^{-14}$ F/cm $=1.036\times10^{-12}$ F/cm, $V_T=0.02585$ V and $\sigma=10^{-5}$ cm,

$$D=\frac{(1.036\times10^{-12})(0.02585)}{(1.602\times10^{-19})(10^{-10})}\ \text{cm}^{-3}\simeq1.67\times10^{15}\ \text{cm}^{-3},$$

or $1.67\times10^{21}$ m$^{-3}$.

$N_0$ is needed only to judge whether this is small. With the Debye length at the peak, $L_D=\sqrt{\varepsilon kT/(q^2N_0)}$, equation (2) becomes

$$\frac{D}{N_0}=\left(\frac{L_D}{\sigma}\right)^2 .$$

The layer is nearly neutral at its centre if its width is many Debye lengths. For $N_0=10^{17}$ cm$^{-3}$, $L_D=12.93$ nm and $D/N_0=(0.1293)^2=0.0167$.

### What the charge does

Electrons tend to diffuse outwards, down their concentration gradient. A few leave the core, and the uncompensated donors hold back the rest. The field that does this is

$$E=-\phi'=-V_T(\ln N)'=\frac{V_Tx}{\sigma^2}.$$

It points away from the centre, so the force $-qE$ on an electron points inwards. Gauss's law gives the same field from the charge. By symmetry $E(0)=0$, and a uniform density $qD$ produces

$$E(x)=\frac{1}{\varepsilon}\int_0^x qD\,dx'=\frac{qD\,x}{\varepsilon}=\frac{V_Tx}{\sigma^2}.$$

A field linear in $x$ requires a uniform charge. The band edge is a parabola,

$$E_c(x)-E_c(0)=kT\,\frac{x^2}{2\sigma^2},$$

which rises by $kT/2=12.9$ meV between the centre and $x=\sigma$. The field at $x=\sigma$ is $V_T/\sigma=0.0026$ MV/cm.

### The first correction and the range of validity

Now put the improved density $n=N-D$ back into the logarithm. To first order in $D/N$,

$$\ln n=\ln N+\ln\!\left(1-\frac DN\right)\simeq\ln N-\frac DN .$$

The second derivative of $1/N=e^{x^2/2\sigma^2}/N_0$ is needed:

$$\left(\frac1N\right)'=\frac{x}{\sigma^2N},\qquad
\left(\frac1N\right)''=\frac{1}{\sigma^2N}+\frac{x^2}{\sigma^4N}=\frac{1}{\sigma^2N}\left(1+\frac{x^2}{\sigma^2}\right).$$

Since $\varepsilon V_T/q=D\sigma^2$, equation (1) gives

$$N-n\simeq D+D\sigma^2\cdot D\left(\frac1N\right)''
=D\left[1+\frac DN\left(1+\frac{x^2}{\sigma^2}\right)\right]. \tag{3}$$

The deficit is constant as long as

$$\frac{D}{N(x)}\left(1+\frac{x^2}{\sigma^2}\right)\ll1 .$$

Because $1/N$ grows as $e^{x^2/2\sigma^2}$, this condition fails at some distance for any $N_0$. Raising $N_0$ widens the core only slowly.

One more order shows how far (3) can be trusted. Write $s=x/\sigma$ and $e=D/N$. From (3), $(N-n)/N=e+e^2(1+s^2)$. Using $\ln(1-y)\simeq-y-y^2/2$,

$$\ln\frac nN\simeq-e-e^2\left(\tfrac32+s^2\right).$$

With $e^2=(D/N_0)^2e^{s^2}$, the new term adds to $(N-n)/D$ the amount

$$\frac{d^2}{ds^2}\left[e^2\left(\tfrac32+s^2\right)\right]=e^2\left(5+16s^2+4s^4\right).$$

This is $5e^2$ at the centre but $25e^2$ at $x=\sigma$, where $e$ is also larger.

### Why the tails do not spoil the core

The core could in principle feel what happens in the tails. To see how strongly, set $n=N e^{w}$ with $w$ small. Equation (1) becomes

$$N(1-e^w)=D-D\sigma^2w''\quad\Rightarrow\quad w''=\frac{w}{L^2}+\frac1{\sigma^2},\qquad L(x)=\sigma\sqrt{\frac{D}{N(x)}} .$$

The slowly varying solution is $w\simeq-\sigma^{2}D/(N\sigma^2)=-D/N$, which is the constant deficit again. Any other solution differs from it by a solution of $w''=w/L^2$, which decays into the core over the local Debye length $L(x)$. A disturbance in the tail is therefore strongly damped at the centre if many local Debye lengths lie in between.

### Where the missing electrons are

This concerns your third point. Let the field vanish at both ends of the sample, $x=\pm X$. Integrating Poisson's equation across it,

$$q\int_{-X}^{X}(N-n)\,dx=\varepsilon\,[E(X)-E(-X)]=0 .$$

The positive charge of the core must be balanced by regions with $n>N$. These are the tails, where electrons have spilled beyond the donors. The full picture is a nearly uniform deficit in the core, a change of sign, and an electron excess outside.

### A worked case

Take $N_0=10^{17}$ cm$^{-3}$ in a slab reaching $10\sigma$ on each side, with zero field at the ends. Solving the nonlinear Poisson equation numerically, without assuming neutrality, gives:

| $x$ (nm) | $N-n$ (cm$^{-3}$) | $(N-n)/D$ |
|---|---|---|
| 0 | $1.70\times10^{15}$ | 1.018 |
| 50 | $1.72\times10^{15}$ | 1.027 |
| 100 | $1.75\times10^{15}$ | 1.048 |
| 150 | $1.52\times10^{15}$ | 0.911 |
| 200 | $4.33\times10^{14}$ | 0.259 |

Between the centre and $x=\sigma$ the donor density falls by 39%, while the deficit stays within 5% of $D$. It first differs from $D$ by 10% at about 150 nm and changes sign at 215 nm. At that point $N=10^{17}e^{-(2.15)^2/2}\simeq9.9\times10^{15}$ cm$^{-3}$, still about six times $D$. The reversal thus comes well before the donors run out. The outer entries depend a little on the slab: for ends at $100\sigma$ the last two ratios become 0.916 and 0.274 and the sign change moves to about 217 nm, while the entries up to $x=\sigma$ move by less than 0.001.

At the centre, (3) gives $1+0.0167=1.0167$. The next term adds $5(0.0167)^2=0.0014$, making 1.0181, against the solved 1.0184. At $x=\sigma$, (3) gives 1.055 and the solution 1.048. There the next term, with $e=0.0167\,e^{1/2}=0.0276$, is $+0.019$ and moves the estimate the wrong way. So at this doping (3) gives the rough size of the correction at $x=\sigma$, and adding the next term does not improve it.

With a peak ten times higher, and the same idealized electrons, the expansion works at $x=\sigma$ too. Now $e=0.00276$, and the two corrections give $1+0.00551+0.00019=1.00570$, against the solved 1.00572.

The positive charge between the centre and the sign change corresponds to $3.1\times10^{10}$ missing electrons per cm$^2$ on each side. Both sides together make $6.2\times10^{10}$ cm$^{-2}$, or 2.5% of the donor dose of $2.5\times10^{12}$ cm$^{-2}$.

### Other profiles

With $n\simeq N$ on the right of (1), any smooth profile obeys

$$N-n\simeq-\frac{\varepsilon V_T}{q}(\ln N)'' .$$

A constant positive deficit requires $\ln N$ to be a downward parabola, which means a Gaussian. An exponential profile has a straight $\ln N$: its field is constant and its leading charge is zero. For a Lorentzian, $N=N_0/(1+s^2)$,

$$\frac{d\ln N}{ds}=-\frac{2s}{1+s^2},\qquad
\frac{d^2\ln N}{ds^2}=-\frac{2(1-s^2)}{(1+s^2)^2},\qquad
\frac{N-n}{D}\simeq\frac{2(1-s^2)}{(1+s^2)^2}.$$

This is 2 at the centre, 0.96 at $s=0.5$ and $-0.24$ at $s=1.5$. The numerical solution for $N_0=10^{18}$ cm$^{-3}$ gives 1.99, 0.96 and $-0.23$. The bell shape alone is therefore not enough for a constant deficit.

### How this compares with real silicon

The width and dose of the worked case are roughly those of a phosphorus well implant. The largest corrections I can size for it concern the electrons and donors themselves.

**Incomplete ionization.** With a single donor level of degeneracy 2 at a rough depth of 45 meV, $3.7\times10^{15}$ cm$^{-3}$ of the donors at the centre are neutral, more than twice $D$. The deficit in (2) must therefore be counted against ionized donors, not against the chemical phosphorus concentration. The space charge itself changes much less. The ratio of neutral to ionized donors is proportional to $n\simeq N_i$, where $N_i$ is the ionized density, so $N_i(1+bN_i)=N$ with constant $b$. At the centre first derivatives vanish, and differentiating the logarithm twice gives

$$(\ln N_i)''\left[1+\frac{bN_i}{1+bN_i}\right]=-\frac1{\sigma^2}.$$

The fraction $bN_i/(1+bN_i)$ is the neutral share, 0.037, so the charge falls by about 3.6%. The full solution gives 3.5%. This counts only the donor ground state. If the ten higher 1s states of phosphorus, roughly 33 meV deep, are also counted as unscreened bound states, the neutral density rises to about $1.3\times10^{16}$ cm$^{-3}$ and the charge falls by about 11%. These shallow states partly overlap with the gathering of electrons around donors estimated below, so the two should not simply be added.

**Coulomb correlation.** Each electron lowers its energy by repelling other electrons from its surroundings. A Debye–Hückel estimate puts this shift at 4.8 meV at the peak, or $c=4.76/25.85=0.184$ in units of $kT$, and it varies as $\sqrt n$. The potential is then $\phi/V_T=\ln n-c\sqrt{n/N_0}+\text{const}$. With $\sqrt{N/N_0}=e^{-s^2/4}$, whose second derivative at $s=0$ is $-\tfrac12$, the central charge is multiplied by $1-c/2$, a reduction of about 9%. Electrons also gather around the individual donors, which in the same approximation lowers the charge by roughly half as much again. These are order-of-magnitude estimates, since the mean donor spacing, 21.5 nm, exceeds the Debye length. For the same reason, $D$ must be read as an average over the lateral plane.

The other effects are smaller for these numbers. Degeneracy changes the central deficit by 0.1%, and a uniform n-type background of $10^{14}$ cm$^{-3}$ changes it by $-0.1\%$ there and $-0.6\%$ at $x=\sigma$. The field at $x=\sigma$ is about 1% of a rough breakdown field of 0.3 MV/cm. At 400 K, with $\sigma$ and $\varepsilon$ held fixed, $D$ rises in proportion to $T$, to $2.2\times10^{15}$ cm$^{-3}$.

An actual well usually lies in p-type silicon, so its tail ends in a depleted junction. For acceptor densities of about $10^{15}$ cm$^{-3}$ or more, this leaves little or no excess of spilled electrons. There $N$ must be read as the net doping, donors minus acceptors. In the depleted region the charge density is nearly $q$ times the whole net doping, and (2) does not apply. Near the centre (2) can still give the net charge, if the acceptors are few compared with the donors and the depletion edge is many local Debye lengths away. The uniform region is narrower, however: with $10^{15}$ cm$^{-3}$ acceptors added to the worked case, holes included and the slab extended to $20\sigma$ so that the depleted region ends inside it, the Poisson equation gives a net charge density of $1.03\,qD$ at the centre but $1.27\,qD$ at $x=\sigma$ (in the $10\sigma$ slab, which is depleted to its ends, $1.22\,qD$). The electron deficit counted against the donors alone is then larger by the acceptor density, which can be comparable to $D$. A real profile also need not be Gaussian, and the leading deficit changes in proportion to the local curvature of $\ln N$.

For your exercise, I would quote $D\simeq1.7\times10^{15}$ cm$^{-3}$, with the condition $N(x)\gg D(1+x^2/\sigma^2)$. For real silicon at this doping, incomplete ionization and correlation both lower the central charge, together by roughly ten to twenty-five percent according to the estimates above, depending on which donor states are counted as bound. The remaining figures are in the numerical output below.

## Table of computed values

```
Temperature: 300 K
Relative permittivity: 11.7
Standard deviation sigma: 100 nm
Peak donor density N0: 1.00e+17 cm^-3
Donor dose: 2.51e+12 cm^-2
Thermal voltage: 25.85 mV
Debye length at peak: 12.93 nm
Constant deficit D: 1.672e+15 cm^-3
Same, D: 1.672e+21 m^-3
Space charge q*D: 2.678e+02 uC/cm^3
D/N0: 0.01672
Example, Poisson solution, position / deficit / deficit over D:
  x=0 nm: 1.702e+15 cm^-3, 1.0184
  x=50 nm: 1.717e+15 cm^-3, 1.0272
  x=100 nm: 1.751e+15 cm^-3, 1.0475
  x=150 nm: 1.522e+15 cm^-3, 0.9107
  x=200 nm: 4.331e+14 cm^-3, 0.2591
First-order formula at centre, over D: 1.0167
First-order formula at x=sigma, over D: 1.0551
Deficit departs from D by 10% at: 152 nm
Deficit changes sign at: 215 nm
Missing electrons per side, centre to sign change: 3.12e+10 cm^-2
Leading field at x=sigma: 0.00259 MV/cm
Solved field at x=sigma: 0.00266 MV/cm
Leading band bending, 0 to sigma: 12.93 meV
Solved band bending, 0 to sigma: 13.24 meV
Peak 1e+18 cm^-3, Boltzmann: deficit over D at 0, sigma: 1.00169, 1.00572
  largest error of first-order formula to sigma: 2.1e-04
Second-order coefficient at centre: 5.026
Lorentzian (width sigma, same high peak), deficit over D:
  x=0 nm: 1.987
  x=50 nm: 0.958
  x=150 nm: -0.234
Neglected effects (change of the deficit at the centre):
  donor depth used (rough): 45 meV
  conduction-band density of states: 2.82e+19 cm^-3
  incomplete ionization: -3.45 %
  neutral donors at centre: 3.69e+15 cm^-3
  degeneracy: 0.119 %
  correlation shift at peak (estimate): 4.76 meV
  correlation effect (estimate): -9.1 %
  mean donor spacing at peak: 21.5 nm
  background 1e+14 cm^-3, at 0 and sigma: -0.11 %, -0.63 %
  quantum gradient, upper bound: 0.0129 %
  largest hole density in slab: 8.1e+05 cm^-3
  field at sigma / rough breakdown field: 0.0086
  D at 400 K: 2.229e+15 cm^-3
```
